# Hydrogenic donor at an infinite planar barrier: why one quarter?

## Question

I am stuck on an exercise about a shallow donor at a surface. The donor sits exactly on a flat, infinitely high barrier, and the electron can move only on one side of it. Image charges are to be ignored. I am asked to show that the binding energy is one quarter of the value in the bulk.

My first thought was that the bulk ground state $e^{-r}$ still solves the Schrödinger equation at every point of the half-space. If I cut away half of it and normalize again, the energy does not change, so where does a factor of four come from?

I then noticed that $e^{-r}$ does not vanish on the barrier, so I multiplied it by $z$. That function does vanish there, but it no longer solves the equation: a term in $1/r$ is left over. Even if I repair this, how do I know that no lower state exists? And does the barrier also shift the energy from which the binding is measured?

## Answer

Your cut-off function fails because of the boundary condition, and your second attempt needs only a different decay length. I first fix the model, then find the state, and then prove that nothing lies below it.

### The model and its units

Take one electron in a single parabolic band with isotropic effective mass $m$, in units of the free-electron mass. The donor is a fixed point charge $+1$ at the origin, and the permittivity relative to vacuum is $\varepsilon$ everywhere. In Hartree atomic units,

$$
H=-\frac{1}{2m}\nabla^2-\frac{1}{\varepsilon r}.
$$

In the bulk the electron has all space. With the barrier it has the region $z>0$, and $\psi=0$ on the plane $z=0$.

Write $\mathbf r=a^*\mathbf r'$ with $a^*=\varepsilon/m$. Each derivative gains a factor $m/\varepsilon$, so the kinetic term becomes

$$
-\frac{1}{2m}\frac{m^2}{\varepsilon^2}\nabla'^2=\frac{m}{\varepsilon^2}\left(-\frac12\nabla'^2\right),
$$

and the potential becomes

$$
-\frac{1}{\varepsilon}\frac{m}{\varepsilon r'}=\frac{m}{\varepsilon^2}\left(-\frac1{r'}\right).
$$

Both carry the factor $E^*=m/\varepsilon^2$. With lengths in $a^*$, energies in $E^*$ and the primes dropped,

$$
H=-\frac12\nabla^2-\frac1r .
$$

The plane through the donor remains the plane $z=0$ and brings in no new length. The ratio of the two binding energies is therefore a pure number, the same for every $m$ and $\varepsilon$ in this model.

### A state that satisfies the boundary condition

For a function of $r$ alone, $\nabla^2g=g''+2g'/r$. Hence

$$
\nabla^2e^{-\kappa r}=\left(\kappa^2-\frac{2\kappa}{r}\right)e^{-\kappa r}.
$$

In the bulk, $\kappa=1$ gives

$$
He^{-r}=\left(-\frac12+\frac1r-\frac1r\right)e^{-r}=-\frac12e^{-r}.
$$

This equation does hold at each point of the half-space, as you say. But $e^{-r}$ is finite on the plane, where the wave function must be zero. Cutting it there would create a jump, and a jump costs infinite kinetic energy.

Now keep your factor $z$ but leave the decay constant free: $\chi=z\,g$ with $g=e^{-\kappa r}$. The product rule gives

$$
\nabla^2(zg)=z\nabla^2g+2\frac{\partial g}{\partial z},
\qquad
\frac{\partial g}{\partial z}=-\kappa\frac zr\,g .
$$

The first term contributes $-2\kappa/r$ and the second another $-2\kappa/r$, so

$$
\nabla^2\chi=\left(\kappa^2-\frac{4\kappa}{r}\right)\chi,
\qquad
H\chi=\left[-\frac{\kappa^2}{2}+\frac{2\kappa-1}{r}\right]\chi .
$$

Here is your leftover term: at $\kappa=1$ it is $+1/r$. It vanishes for $\kappa=\tfrac12$, which leaves

$$
\chi=z\,e^{-r/2},\qquad H\chi=-\frac18\chi .
$$

The function is zero on the barrier, positive inside and normalizable. It is an allowed bound state with energy $-\tfrac18$.

### Why no state lies lower

Let $\psi_0$ be a positive solution of $H\psi_0=E_0\psi_0$. This covers $e^{-r}$ in the bulk and $ze^{-r/2}$ in the half-space. Since $\psi_0$ has no zero inside the region, any real trial function can be written as $\varphi=f\psi_0$. Then

$$
|\nabla\varphi|^2=\psi_0^2|\nabla f|^2+2f\psi_0\nabla f\cdot\nabla\psi_0+f^2|\nabla\psi_0|^2 .
$$

The last two terms also occur in the divergence

$$
\nabla\cdot(f^2\psi_0\nabla\psi_0)=2f\psi_0\nabla f\cdot\nabla\psi_0+f^2|\nabla\psi_0|^2+f^2\psi_0\nabla^2\psi_0 .
$$

Subtracting one line from the other gives

$$
|\nabla\varphi|^2=\psi_0^2|\nabla f|^2+\nabla\cdot(f^2\psi_0\nabla\psi_0)-f^2\psi_0\nabla^2\psi_0 .
$$

Suppose first that $\varphi$ is smooth and vanishes near the barrier, near the donor and far away. The divergence then integrates to zero. In the last term use the Schrödinger equation, $-\tfrac12\nabla^2\psi_0=(E_0+1/r)\psi_0$:

$$
\frac12\int|\nabla\varphi|^2=\frac12\int\psi_0^2|\nabla f|^2+\int\left(E_0+\frac1r\right)\varphi^2 .
$$

Moving the potential term to the left yields

$$
\langle\varphi|H|\varphi\rangle-E_0\langle\varphi|\varphi\rangle=\frac12\int\psi_0^2|\nabla f|^2\ \ge 0 .
$$

The restriction on $\varphi$ can be lifted, because switching a smooth function off in those places costs as little energy as we like:

- Near the donor, switch it off between radii $2\delta$ and $\delta$. The added gradient is of order $1/\delta$ in a volume of order $\delta^3$, so the cost is of order $\delta$.
- Near the barrier, $\varphi$ is already of order $\delta$ in a layer of thickness $\delta$. The added gradient is of order one there, and the cost is again of order $\delta$.
- Far away, a slow cutoff over a length $L$ adds a gradient of order $\varphi/L$, which becomes negligible as $L$ grows.

Smooth functions in turn approximate every state of finite kinetic energy. For a complex $\varphi$, the energies of the real and imaginary parts add, so the inequality holds for them too. No angular momentum was assumed. Since $\psi_0$ itself reaches the bound, $E_0$ is the ground-state energy in each problem.

You can see the identity at work with $\varphi=ze^{-\kappa r}$ in the half-space. Here $f=e^{-(\kappa-1/2)r}$, so $|\nabla f|^2=(\kappa-\tfrac12)^2f^2$, and the energy per unit norm is

$$
E(\kappa)=-\frac18+\frac12\left(\kappa-\frac12\right)^2=\frac{\kappa^2}{2}-\frac{\kappa}{2}.
$$

Your trial function with $\kappa=1$ has mean energy zero. It is allowed, but it is squeezed too tightly to be bound on average.

### The energy from which binding is measured

The binding energy is the lowest energy of the electron without the donor, minus the ground-state energy with it. Without the donor the energy is $\tfrac12\int|\nabla\varphi|^2\ge0$ for a normalized state. The question is whether the barrier keeps it away from zero.

Take $\chi=ze^{-\kappa r}$ again, now as a free-electron trial state. From the expression for $\nabla^2\chi$, its kinetic energy is

$$
T=-\frac{\kappa^2}{2}+2\kappa\left\langle\frac1r\right\rangle .
$$

To find the average, put $z=ru$, where $u$ runs from 0 to 1. The angular integrals cancel between numerator and norm, and with $\int_0^\infty r^ne^{-cr}dr=n!/c^{n+1}$,

$$
\left\langle\frac1r\right\rangle=\frac{\int_0^\infty r^3e^{-2\kappa r}dr}{\int_0^\infty r^4e^{-2\kappa r}dr}=\frac{3!/(2\kappa)^4}{4!/(2\kappa)^5}=\frac{\kappa}{2}.
$$

Hence $T=\kappa^2/2$, which tends to zero as the state spreads out. A single barrier does not raise the bottom of the band: the electron can move away and occupy as much room as it needs. In the bulk, too, the kinetic energy tends to zero as a state spreads out. The two binding energies are thus

$$
B_{\rm bulk}=\frac12E^*,\qquad B_{\rm barrier}=\frac18E^*,\qquad
\boxed{\frac{B_{\rm barrier}}{B_{\rm bulk}}=\frac14}
$$

A second barrier at a distance $L$ would change this step. The lowest free state would be a half sine wave across the layer, with energy $\pi^2/(2L^2)$ in the present units, and binding would have to be measured from there.

### Where the factor of four comes from

Compare the families $e^{-\kappa r}$ in the bulk and $ze^{-\kappa r}$ at the barrier. In the bulk,

$$
\left\langle\frac1r\right\rangle=\frac{\int_0^\infty re^{-2\kappa r}dr}{\int_0^\infty r^2e^{-2\kappa r}dr}=\frac{1/(2\kappa)^2}{2/(2\kappa)^3}=\kappa,
$$

and the kinetic energy is $-\kappa^2/2+\kappa\langle1/r\rangle=\kappa^2/2$. Both families therefore have the energy

$$
E(\kappa)=\frac{\kappa^2}{2}-c\,\kappa,\qquad c=1\ \text{(bulk)},\quad c=\tfrac12\ \text{(barrier)}.
$$

For the same decay constant the kinetic energies are equal, but the barrier state has half the attraction, because its factor $z$ keeps the electron away from the donor. The minimum lies at $\kappa=c$ and has the value $-c^2/2$. Halving the attraction at fixed $\kappa$ thus makes the best state twice as extended in its exponential and divides its energy by four.

There is also a symmetry argument. Continue a barrier state to the other side by

$$
\Psi(x,y,-z)=-\psi(x,y,z).
$$

The value is continuous because $\psi$ is zero on the plane, and the normal derivative is continuous because the derivative of an odd function is even. The Coulomb potential is unchanged by the reflection, so $\Psi$ is a bulk hydrogenic state. Conversely, every bulk state that is odd under $z\to-z$ vanishes on the plane and gives a barrier state.

A hydrogenic state with quantum numbers $n,l,m_l$ gains the factor $(-1)^{l+m_l}$ under this reflection. The state $1s$ is even and is excluded. Among the $n=2$ states, $2s$ and $2p_{\pm1}$ are even, while $2p_0$ is odd. The ground state at the barrier is therefore half of a $2p_0$ orbital, and the bulk levels $-1/(2n^2)$ give $-\tfrac18$ at $n=2$.

For $m_l=1$ an odd state needs even $l$, hence at least $l=2$ and $n=3$, with energy $-\tfrac1{18}\approx-0.0556$. A diagonalization in the half-space, in which no reflection symmetry was imposed, gives $-0.125000$ for the ground state and $-0.0556$ for the lowest state with $m_l=1$, in units of $E^*$.

### A numerical example

Take the round model values $m=0.25$ and $\varepsilon=10$, which stand for no particular material. The units are

$$
a^*=\frac{10}{0.25}=40\ \text{bohr},\qquad
E^*=\frac{0.25}{10^2}=0.0025\ \text{hartree}.
$$

The binding energies follow:

$$
B_{\rm bulk}=\frac{0.0025}{2}=0.00125\ \text{hartree}\quad(34.01\ \text{meV}),
$$

$$
B_{\rm barrier}=\frac{0.0025}{8}=0.0003125\ \text{hartree}\quad(8.50\ \text{meV}).
$$

Diagonalizing the original Hamiltonian with these values of $m$ and $\varepsilon$, without the change of units, gives the same two energies.

The size of the state follows from the same type of integral. In the bulk, $\langle r\rangle=1.5\,a^*$, or 60 bohr. At the barrier the radial density is proportional to $r^4e^{-r}$, so

$$
\langle r\rangle=\frac{5!}{4!}\,a^*=5\,a^*=200\ \text{bohr}.
$$

The mean distance from the plane contains the angular average of $u$ with weight $u^2$:

$$
\langle z\rangle=5\,a^*\,\frac{\int_0^1u^3du}{\int_0^1u^2du}=5\,a^*\cdot\frac{1/4}{1/3}=3.75\,a^*=150\ \text{bohr}.
$$

The mean radius grows by a factor $10/3$, not 4, although the energy falls to a quarter. What does scale by exactly one quarter is $\langle1/r\rangle$, from $1$ to $\tfrac14$ in units of $1/a^*$. The kinetic energy falls from $0.5$ to $0.125\,E^*$ and the potential energy from $-1$ to $-0.25\,E^*$.

### What happens when the conditions are relaxed

**Donor at a finite depth.** Let the barrier lie at $z=-d$, with the donor still at the origin and inside the allowed region. If $d$ increases, every earlier trial state is still allowed, since it can be continued by zero into the added layer. The ground-state energy therefore cannot rise, and the binding energy cannot fall. It starts at one quarter of the bulk value for $d=0$ and never exceeds the bulk value, because the barrier states are themselves allowed trial states in the bulk. For $d\gg a^*$ the bulk state can be switched off smoothly before the barrier at negligible cost, so the ratio tends to 1. The quarter belongs to a donor on the plane.

**Finite barrier height.** Suppose that the potential for $z<0$ is a finite positive step, with the same mass and permittivity on both sides. The half-space state, continued by zero, is still an allowed trial state, so the binding energy is at least one quarter of the bulk value. A positive step cannot lower the energy below that of the bulk problem, so the binding energy is at most the bulk value.

**Different permittivity outside.** The interface then carries polarization charge. This changes the field of the donor and adds a potential that the electron produces by its own presence. The Hamiltonian is no longer the one used here, and the result does not apply as it stands.

**Short-range donor potential.** Close to the donor, a real impurity departs from $-1/(\varepsilon r)$. The normalized densities are $e^{-2r}/\pi$ in the bulk and $z^2e^{-r}/(16\pi)$ at the barrier. Inside a small radius $s$ the first contains a probability of order $s^3$, and the second one of order $s^5$. To first order, a short-range correction therefore shifts the bulk level much more than the barrier level, and the ratio moves away from one quarter.

**Anisotropic mass.** The isotropic mass is an essential assumption. Take mass 1 parallel to the barrier, mass 5 along its normal, and $\varepsilon=1$:

$$
H=-\frac12\left(\frac{\partial^2}{\partial x^2}+\frac{\partial^2}{\partial y^2}\right)-\frac1{10}\frac{\partial^2}{\partial z^2}-\frac1r .
$$

A variational diagonalization gives about $-0.79$ hartree in the bulk and $-0.29$ hartree at the barrier, a ratio of about $0.37$. Going from a smaller to a larger basis changed this ratio by less than $0.002$. The reflection argument still selects the odd states, but the levels no longer follow $-1/(2n^2)$, so the odd ground state need not lie at a quarter of the even one.

This matters for silicon, where the conduction band has several valleys with anisotropic masses. The factor of one quarter should not be carried over to a donor there without a new calculation. The numerical output below lists the values used in this answer.

## Numbers as computed

```
EFFECTIVE UNITS (a*, E*)
bulk energy, formula:              -0.500000 E*
bulk energy, diagonalization:      -0.500000 E*
barrier energy, formula:           -0.125000 E*
barrier energy, diagonalization:   -0.125000 E*
barrier, azimuthal number 1:       -0.055555 E*
binding ratio, diagonalization:    0.250000
bulk kinetic, potential:           0.5000, -1.0000 E*
barrier kinetic, potential:        0.1250, -0.2500 E*
norm integral of exp(-r), bulk:    1.0000 pi
norm integral of z exp(-r/2):      16.0000 pi
mean r, bulk:                      1.5000 a*
mean r, barrier:                   5.0000 a*
mean z, barrier:                   3.7500 a*
trial-state excess, bulk:          0.558824 E*
trial-state excess, barrier:       0.062500 E*
ANISOTROPIC MASS (1 parallel, 5 normal to the wall; eps = 1)
bulk energy:                       -0.791 hartree
barrier energy:                    -0.293 hartree
binding ratio:                     0.371
WORKED EXAMPLE
effective mass:                    0.25 electron masses
relative permittivity:             10.0
a*:                                40.00 bohr
a*, converted:                     2.117 nm
E*:                                0.002500 hartree
bulk binding energy:               0.0012500 hartree
barrier binding energy:            0.0003125 hartree
bulk binding, unscaled diag.:      0.0012500 hartree
barrier binding, unscaled diag.:   0.0003125 hartree
bulk binding, converted:           34.01 meV
barrier binding, converted:        8.50 meV
mean r, bulk:                      60.0 bohr
mean r, barrier:                   200.0 bohr
mean z, barrier:                   150.0 bohr
```
